# Surface Chemical Potential of a Stressed Solid: Curvature and Strain Energy: verification in Python

```python
"""Surface chemical potential of a stressed solid occupying z < h:
    mu = mu0 + Omega*(gamma*kappa + W),   kappa = div(outward normal),
kappa > 0 where the solid is convex.  gamma: surface energy, W: elastic energy
density at the traction-free surface, Omega: atomic volume.
For h = a cos(kx) under equal biaxial stress sigma0 the first-order change is
    Omega*gamma*a*k*(k - kc)*cos(kx),  kc = 2(1-nu^2) sigma0^2/(E gamma).
Units: nm, GPa, and GPa nm = J/m^2.  The elastic field is found by minimising
the energy in a Fourier x Legendre basis on the region below the curved surface.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import e as charge

young, nu, sigma0, gamma, omega = 100.0, 0.25, 2.0, 1.0, 0.02
lame = young * nu / ((1 + nu) * (1 - 2 * nu))
shear = young / (2 * (1 + nu))
misfit = sigma0 * (1 - nu) / young
to_mev = 1e-18 / charge * 1e3          # GPa nm^3 -> meV
NX, M = 33, 24                         # odd number of x points; Legendre degree


def fourier_derivative(n, period):
    """Differentiation matrix for n (odd) equally spaced periodic points."""
    d = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(d == 0, 1, d)
    mat = 0.5 * (-1.0) ** np.abs(d) / np.sin(np.pi * safe / n)
    return np.where(d == 0, 0.0, mat) * 2 * np.pi / period


def lobatto(m):
    """Nodes, weights and derivative matrix on [0, 1]."""
    c = np.zeros(m + 1)
    c[m] = 1
    t = np.concatenate(([-1.0], np.sort(leg.legroots(leg.legder(c)).real), [1.0]))
    w = 2 / (m * (m + 1) * leg.legval(t, c) ** 2)
    diff = t[:, None] - t[None, :] + np.eye(m + 1)
    b = 1 / np.prod(diff, axis=1)
    d = b[None, :] / b[:, None] / diff
    np.fill_diagonal(d, 0)
    d -= np.diag(d.sum(axis=1))
    return (t + 1) / 2, w / 2, 2 * d


S, WS, DS = lobatto(M)


def elastic(h, period, depth, exx, eyy):
    """Minimum elastic energy per unit length in y; surface W and sigma_xx.
    The mean strains exx, eyy are imposed; the base z = -depth is held."""
    dx = fourier_derivative(NX, period)
    height = h + depth
    jac = np.repeat(height, M + 1)
    slope = np.repeat(dx @ h, M + 1)
    s = np.tile(S, NX)
    ds = np.kron(np.eye(NX), DS)
    gz = ds / jac[:, None]
    gx = np.kron(dx, np.eye(M + 1)) - (s * slope)[:, None] * gz
    free = np.tile(np.arange(M + 1) > 0, NX)
    gx, gz = gx[:, free], gz[:, free]
    w = np.tile(WS, NX) * jac * period / NX
    wx, wz = w[:, None] * gx, w[:, None] * gz
    stiff = lame + 2 * shear
    xx, zz, xz = gx.T @ wx, gz.T @ wz, gx.T @ wz
    kuw = lame * xz + shear * xz.T
    mat = np.block([[stiff * xx + shear * zz, kuw],
                    [kuw.T, stiff * zz + shear * xx]])
    pre_xx = lame * (exx + eyy) + 2 * shear * exx
    pre_zz = lame * (exx + eyy)
    rhs = -np.concatenate((pre_xx * wx.sum(axis=0), pre_zz * wz.sum(axis=0)))
    sol = np.linalg.solve(mat, rhs)
    u, v = np.split(sol, 2)
    e1, e3, g = exx + gx @ u, gz @ v, gz @ u + gx @ v
    trace = e1 + eyy + e3
    dens = 0.5 * lame * trace**2 + shear * (e1**2 + eyy**2 + e3**2 + g**2 / 2)
    sxx = lame * trace + 2 * shear * e1
    top = np.arange(NX) * (M + 1) + M
    return w @ dens, dens[top], sxx[top]


def curvature(hx, hy, hxx, hxy, hyy):
    """Expanded divergence of the outward normal of the solid z < h."""
    top = (1 + hy**2) * hxx - 2 * hx * hy * hxy + (1 + hx**2) * hyy
    return -top / (1 + hx**2 + hy**2) ** 1.5


print("Young modulus %.1f GPa, Poisson ratio %.2f" % (young, nu))
print("biaxial stress sigma0 %.2f GPa, misfit strain %.4f" % (sigma0, misfit))
print("surface energy %.2f J/m^2, atomic volume %.3f nm^3" % (gamma, omega))
print("conversion: Omega * 1 GPa = %.3f meV" % (omega * to_mev))

# Sign of curvature: spherical cap (convex) and spherical pit (concave)
radius, px, py = 20.0, 5.0, 7.0
cap = np.sqrt(radius**2 - px**2 - py**2)
derivs = np.array([-px / cap, -py / cap, -1 / cap - px**2 / cap**3,
                   -px * py / cap**3, -1 / cap - py**2 / cap**3])
k_ball, k_pit = curvature(*derivs), curvature(*(-derivs))
vol = lambda r: 4 * np.pi * r**3 / 3
area = lambda r: 4 * np.pi * r**2
ball_fd = (area(radius + .01) - area(radius - .01)) / (vol(radius + .01) - vol(radius - .01))
assert abs(k_ball - ball_fd) < 1e-6 and abs(k_pit + ball_fd) < 1e-6
print("radius %.0f nm: kappa ball %.4f, pit %.4f 1/nm" % (radius, k_ball, k_pit))
print("unstressed shift Omega*gamma*kappa: ball %.3f, pit %.3f meV"
      % (omega * gamma * k_ball * to_mev, omega * gamma * k_pit * to_mev))

# Area variation of a doubly curved periodic surface
n = 41
q = 2 * np.pi * np.arange(n) / n
X, Y = np.meshgrid(q, q, indexing="ij")
D = fourier_derivative(n, 2 * np.pi)
surf = 0.4 * np.cos(X) + 0.3 * np.cos(X) * np.sin(Y)
bump = np.exp(np.cos(X - 0.5) + np.cos(Y - 1.0) - 2)
cell = (2 * np.pi / n) ** 2
area_of = lambda f: cell * np.sqrt(1 + (D @ f)**2 + (f @ D.T)**2).sum()
eps = 1e-4
area_fd = (area_of(surf + eps * bump) - area_of(surf - eps * bump)) / (2 * eps)
hx, hy = D @ surf, surf @ D.T
area_formula = cell * (curvature(hx, hy, D @ hx, hx @ D.T, hy @ D.T) * bump).sum()
assert abs(area_fd - area_formula) < 1e-5 * abs(area_fd)
print("area variation (scaled surface): difference %.6f, formula %.6f"
      % (area_fd, area_formula))

# Anisotropic surface energy of a ridge: gamma -> gamma + gamma''
n = 101
q = 2 * np.pi * np.arange(n) / n
D = fourier_derivative(n, 2 * np.pi)
ridge = 0.4 * np.cos(q) + 0.1 * np.sin(2 * q)
bump = np.exp(2 * (np.cos(q - 0.4) - 1))
aniso = 0.03


def ridge_energy(f):
    p = D @ f
    return 2 * np.pi / n * ((1 + aniso * np.cos(4 * np.arctan(p))) * np.sqrt(1 + p**2)).sum()


ridge_fd = (ridge_energy(ridge + eps * bump) - ridge_energy(ridge - eps * bump)) / (2 * eps)
p = D @ ridge
kap = -(D @ p) / (1 + p**2) ** 1.5
stiffness = 1 + aniso * (1 - 16) * np.cos(4 * np.arctan(p))
ridge_formula = 2 * np.pi / n * (stiffness * kap * bump).sum()
ridge_naive = 2 * np.pi / n * ((1 + aniso * np.cos(4 * np.arctan(p))) * kap * bump).sum()
assert abs(ridge_fd - ridge_formula) < 1e-5 * abs(ridge_fd)
assert abs(ridge_fd - ridge_naive) > 1e-2 * abs(ridge_fd)
print("anisotropic ridge (scaled), gamma = 1 + %.2f cos 4theta:" % aniso)
print("  difference %.6f, with gamma+gamma'' %.6f, gamma only %.6f"
      % (ridge_fd, ridge_formula, ridge_naive))

# Elastic variation on a finite-amplitude profile, fixed displacement
period, depth, step = 120.0, 60.0, 0.05
x = period * np.arange(NX) / NX
k = 2 * np.pi / period
profile = 5 * np.cos(k * x) + 1.5 * np.sin(2 * k * x)
_, w_top, _ = elastic(profile, period, depth, misfit, misfit)
print("finite profile 5 cos(kx) + 1.5 sin(2kx) nm, period %.0f nm, base at -%.0f nm"
      % (period, depth))
print("dU/d(bump height), GPa nm: position, energy difference, integral of W*bump")
for centre in (0.0, 30.0, 60.0):
    bump = np.exp(3 * (np.cos(k * (x - centre)) - 1))
    up = elastic(profile + step * bump, period, depth, misfit, misfit)[0]
    down = elastic(profile - step * bump, period, depth, misfit, misfit)[0]
    fd = (up - down) / (2 * step)
    formula = period / NX * (w_top * bump).sum()
    assert abs(fd - formula) < 1e-3 * abs(fd)
    print("  x = %4.0f nm: %.6f  %.6f" % (centre, fd, formula))

# Fixed load conjugate to the mean stretch, no strain along y
stretch = 0.01
bump = np.exp(3 * (np.cos(k * (x - 30.0)) - 1))
u_mid, w_unit, _ = elastic(profile, period, depth, 1.0, 0.0)
u_up = elastic(profile + step * bump, period, depth, 1.0, 0.0)[0]
u_down = elastic(profile - step * bump, period, depth, 1.0, 0.0)[0]
load = 2 * u_mid * stretch


def loaded_state(unit_energy):
    """Stored energy and stored energy plus load potential at equilibrium."""
    strain = load / (2 * unit_energy)
    stored = unit_energy * strain**2
    return np.array([stored, stored - load * strain])


d_stored, d_total = (loaded_state(u_up) - loaded_state(u_down)) / (2 * step)
w_load = stretch**2 * period / NX * (w_unit * bump).sum()
assert abs(d_total - w_load) < 1e-3 * w_load
assert abs(d_stored + w_load) < 1e-3 * w_load
print("fixed load, bump at 30 nm, mean stretch %.2f (GPa nm):" % stretch)
print("  stored energy %.6f, with load potential %.6f, integral of W*bump %.6f"
      % (d_stored, d_total, w_load))

# Flat film and small ripple at the predicted neutral wavelength
k_c = 2 * (1 - nu**2) * sigma0**2 / (young * gamma)
period = 2 * np.pi / k_c
depth = 1.5 * period
x = period * np.arange(NX) / NX
u_flat, w_flat, s_flat = elastic(0 * x, period, depth, misfit, misfit)
w0 = (1 - nu) * sigma0**2 / young
assert np.allclose(w_flat, w0, rtol=1e-7) and np.allclose(s_flat, sigma0, rtol=1e-7)
print("flat film: W %.5f GPa, Omega*W %.3f meV" % (w_flat[0], omega * w_flat[0] * to_mev))
amp = 0.01 / k_c
wave = np.cos(k_c * x)
u_rip, w_rip, s_rip = elastic(amp * wave, period, depth, misfit, misfit)
harmonic = lambda f: 2 * np.mean(f * wave)
stress_factor = harmonic(s_rip) / (sigma0 * amp * k_c)
w_ratio = harmonic(w_rip) / (-2 * (1 - nu**2) * sigma0**2 * amp * k_c / young)
energy_ratio = ((u_rip - u_flat) / period) / (-gamma * amp**2 * k_c**2 / 4)
D = fourier_derivative(NX, period)
slope = D @ (amp * wave)
kap = -(D @ slope) / (1 + slope**2) ** 1.5
residual = harmonic(gamma * kap + w_rip) / harmonic(gamma * kap)
# remaining deviations: squares of a*k = 0.01 and the finite depth
assert abs(stress_factor + 2) < 4e-3
assert abs(w_ratio - 1) < 2e-3
assert abs(energy_ratio - 1) < 2e-3
assert abs(residual) < 2e-3
print("critical wavenumber %.5f 1/nm, critical wavelength %.3f nm" % (k_c, period))
print("ripple with a*k = %.2f at critical wavelength, full elastic solution:" % (amp * k_c))
print("  surface stress change/(sigma0 a k cos kx) = %.5f" % stress_factor)
print("  strain-energy change, solution/formula = %.5f" % w_ratio)
print("  elastic energy change, solution/formula = %.5f" % energy_ratio)
print("  first harmonic of gamma*kappa+W over that of gamma*kappa = %.1e" % residual)

# Worked ripples on either side of the critical wavelength
amp = 0.5
print("ripples of amplitude %.1f nm, terms at the crest in meV:" % amp)
for period in (60.0, 120.0):
    k = 2 * np.pi / period
    x = period * np.arange(NX) / NX
    _, w_top, _ = elastic(amp * np.cos(k * x), period, 1.5 * period, misfit, misfit)
    coeff = np.fft.rfft(w_top).real / NX
    half_w = 2 * coeff[1::2].sum()     # half of W(crest) - W(trough)
    curve, strain = gamma * amp * k**2, -gamma * amp * k * k_c
    assert abs(half_w / strain - 1) < 20 * (amp * k) ** 2   # cubic terms in a*k
    full = curve + half_w
    assert np.sign(full) == np.sign(k - k_c)
    print("  wavelength %.0f nm, k %.5f 1/nm, a*k %.4f" % (period, k, amp * k))
    print("    curvature %.4f, strain %.4f, sum %.4f, full half-difference %.4f"
          % tuple(omega * to_mev * t for t in (curve, strain, curve + strain, full)))

print("OK")
```

Running it gives:

```
Young modulus 100.0 GPa, Poisson ratio 0.25
biaxial stress sigma0 2.00 GPa, misfit strain 0.0150
surface energy 1.00 J/m^2, atomic volume 0.020 nm^3
conversion: Omega * 1 GPa = 124.830 meV
radius 20 nm: kappa ball 0.1000, pit -0.1000 1/nm
unstressed shift Omega*gamma*kappa: ball 12.483, pit -12.483 meV
area variation (scaled surface): difference 1.889426, formula 1.889426
anisotropic ridge (scaled), gamma = 1 + 0.03 cos 4theta:
  difference 0.432346, with gamma+gamma'' 0.432346, gamma only 0.625814
finite profile 5 cos(kx) + 1.5 sin(2kx) nm, period 120 nm, base at -60 nm
dU/d(bump height), GPa nm: position, energy difference, integral of W*bump
  x =    0 nm: 0.520801  0.520799
  x =   30 nm: 0.845429  0.845427
  x =   60 nm: 1.333843  1.333842
fixed load, bump at 30 nm, mean stretch 0.01 (GPa nm):
  stored energy -0.147166, with load potential 0.147166, integral of W*bump 0.147165
flat film: W 0.03000 GPa, Omega*W 3.745 meV
critical wavenumber 0.07500 1/nm, critical wavelength 83.776 nm
ripple with a*k = 0.01 at critical wavelength, full elastic solution:
  surface stress change/(sigma0 a k cos kx) = -1.99975
  strain-energy change, solution/formula = 0.99985
  elastic energy change, solution/formula = 0.99992
  first harmonic of gamma*kappa+W over that of gamma*kappa = 1.1e-04
ripples of amplitude 0.5 nm, terms at the crest in meV:
  wavelength 60 nm, k 0.10472 1/nm, a*k 0.0524
    curvature 0.6845, strain -0.4902, sum 0.1943, full half-difference 0.1953
  wavelength 120 nm, k 0.05236 1/nm, a*k 0.0262
    curvature 0.1711, strain -0.2451, sum -0.0740, full half-difference -0.0739
OK
```
